Huang–Rhys factor and zero-phonon energy from two defect bands

**Problem**

A point defect left in a crystal after ion implantation and annealing has a broad absorption band and a broad emission band. Their peaks lie at 2.20 eV and 1.80 eV. Both electronic states couple to one effective vibration with phonon energy ħω = 40 meV. The energy curves of the two states are parabolas of equal curvature with displaced minima. For parts (a) to (c), "peak" means the vertical transition energy, taken at the minimum of the starting curve.

(a) Find the Huang–Rhys factor S and the zero-phonon energy E_ZPL.

(b) Show which feature of a quantum-mechanical band lies at the vertical energy.

(c) Find the strength of the zero-phonon line, the strongest lines at low temperature, and the width of the bands.

(d) How do the answers to (a) change if 2.20 and 1.80 eV are instead the maxima of smooth measured bands?

(e) How do they change if the excited-state vibration is 10% softer, with the vertical energies held fixed?

**Solution**

**(a) The two parabolas**

Let Q be the displacement along the vibration, M its effective mass, and q = Q√(Mω/ħ) the dimensionless coordinate. The ground-state potential becomes

½Mω²Q² = ½Mω² · (ħ/Mω) q² = ½ħω q².

With the excited-state minimum at q = d and at height E_0, the curves are

V_g(q) = ½ħω q²

V_e(q) = E_0 + ½ħω (q − d)².

The vibrational levels are ħω(m + ½) in the ground state and E_0 + ħω(n + ½) in the excited state. The zero-phonon line joins m = 0 and n = 0. The two zero-point energies are equal and cancel, so E_ZPL = E_0.

In a vertical transition the nuclei do not move while the electronic state changes. Absorption starts at q = 0 and emission at q = d:

E_abs = V_e(0) − V_g(0) = E_0 + ½ħω d²

E_em = V_e(d) − V_g(d) = E_0 − ½ħω d².

After absorption the defect sits ½ħωd² above the excited-state minimum, and after emission it sits the same amount above the ground-state minimum. This is the relaxation energy. The Huang–Rhys factor is the relaxation energy counted in phonons, S = d²/2. Hence

E_abs = E_ZPL + Sħω

E_em = E_ZPL − Sħω.

Adding the equations removes S, and subtracting them removes E_ZPL:

E_ZPL = (E_abs + E_em)/2 = (2.20 + 1.80)/2 eV = 2.00 eV

S = (E_abs − E_em)/(2ħω) = 0.40 eV/(2 × 0.040 eV) = 5.

The factor 2 appears because the defect relaxes twice in one optical cycle, by 0.20 eV in each electronic state. Dividing the separation by a single ħω would give S = 10, and that value predicts bands 0.80 eV apart instead of 0.40 eV.

In wavelength, absorption lies at 563.6 nm, emission at 688.8 nm and the zero-phonon line at 619.9 nm. The average must be taken in energy: the midpoint of the two wavelengths is 626.2 nm, which is not the zero-phonon wavelength.

**(b) What the vertical energy means in a quantum spectrum**

A quantum band consists of lines between vibrational levels. Assume that the electronic transition moment does not depend on q (the Condon approximation). The weight of a line is then the squared overlap of the two vibrational states, times the population p_m of the initial level. Let the populations be thermal. The factors of photon energy that multiply a measured spectrum are left out until part (d).

Write H_g and H_e for the vibrational Hamiltonians on the two curves. The centroid of the absorption band is

⟨E⟩ = Σ_m p_m Σ_n |⟨n_e|m_g⟩|² (E_n − E_m) = Σ_m p_m ⟨m_g|H_e − H_g|m_g⟩.

The second form follows because Σ_n |n_e⟩E_n⟨n_e| is H_e, and H_g acting on |m_g⟩ gives E_m. The kinetic energies cancel in the difference:

H_e − H_g = E_0 + ½ħω[(q − d)² − q²] = E_0 + Sħω − ħωd q.

Each oscillator state has ⟨q⟩ = 0 by symmetry, so the centroid is E_0 + Sħω at any temperature.

For emission, measure the coordinate from the excited-state minimum, x = q − d. Since d² = 2S,

H_e − H_g = E_0 + Sħω − ħωd(x + d) = E_0 − Sħω − ħωd x.

Now ⟨x⟩ = 0, and the centroid is E_0 − Sħω. Within this model the vertical energies are therefore the centroids of the bands.

This was tested by diagonalizing both Hamiltonians numerically with S = 5 and E_0 = 2.00 eV. The centroids came out at 2.2000 and 1.8000 eV, both at 0 K and at 300 K. Spectra built with S = 3 and E_0 = 1.70 eV gave those two values back when the formulas of part (a) were applied to their centroids.

**(c) Line strengths and width**

At low temperature absorption starts from |0_g⟩. Let a = (q + ip)/√2 be the lowering operator of the ground-state oscillator, with p = −i d/dq. The excited-state oscillator is centred at q = d, so its lowering operator is

b = a − d/√2 = a − √S.

Because a|0_g⟩ = 0, we have b|0_g⟩ = −√S |0_g⟩. Expand |0_g⟩ = Σ_n c_n|n_e⟩ and use b|n_e⟩ = √n |(n−1)_e⟩. Comparing the coefficients of |(n−1)_e⟩ gives

√n c_n = −√S c_(n−1), so |c_n|² = |c_0|² Sⁿ/n!.

The weights must add to one, and Σ_n Sⁿ/n! = e^S. Therefore

P_n = e^(−S) Sⁿ/n!.

For S = 5 the zero-phonon line has the weight e^(−5), or 0.67% of the band. If every line is broadened to a full width near the 40 meV line spacing, about 35 meV or more, this line no longer forms a separate peak, and its energy must be inferred from the band positions. A line only about 1 meV wide can still stand out at low temperature.

The ratio of neighbouring lines is P_n/P_(n−1) = S/n. It exceeds 1 for n < 5, equals 1 at n = 5 and is smaller beyond. Lines 4 and 5 are thus equally strong, with 17.55% each, against 14.04% for line 3 and 14.62% for line 6. The strongest absorption lines lie at 2.00 + 4 × 0.04 = 2.16 eV and at 2.20 eV. A smooth curve through the lines should peak between these two, below the centroid. Part (d) takes this up.

For the width, note that (H_e − E_m)|m_g⟩ = (H_e − H_g)|m_g⟩. The mean square photon energy from level m is therefore ⟨m_g|(H_e − H_g)²|m_g⟩. Subtracting the squared centroid leaves the part that is linear in q:

variance = (ħωd)² ⟨q²⟩.

In level m, ⟨q²⟩ = m + ½. The thermal average of m + ½ is ½coth(ħω/2kT). With d² = 2S,

σ_ph² = S(ħω)² coth(ħω/2kT).

At 0 K the coth is 1 and σ_ph = 40 meV × √5 = 89.4 meV. A Gaussian of this standard deviation has a full width at half maximum of 211 meV. At 300 K the values are 111.0 meV and 261 meV. The width gives a second estimate of S that does not use the band separation. If a measured width disagrees strongly with these values, after other broadening has been removed, the single-mode model, the equal curvatures or the phonon energy may be at fault.

Two limits show how the formula behaves. For kT ≫ ħω, coth(ħω/2kT) tends to 2kT/ħω, and σ_ph² tends to 2SħωkT. This is the classical result: the thermal spread of q is projected through the slope of V_e − V_g. For S ≪ 1 at low temperature, P_1/P_0 = S is small and the zero-phonon line dominates both bands. If the lines are also much narrower than ħω, the maxima coincide at E_ZPL, although the centroids remain 2Sħω apart. In that case the separation of the maxima says nothing about S.

**(d) If the given energies are band maxima**

A maximum differs from a centroid when the band is skewed. The third central moment for absorption from level m contains W = −ħωd q, the part of H_e − H_g that varies with q:

⟨m_g|W(H_g − E_m + W)W|m_g⟩ = (ħωd)² ⟨m_g|q(H_g − E_m)q|m_g⟩.

The W³ term has vanished by symmetry. The state q|m_g⟩ has weight (m + 1)/2 in level m + 1 and m/2 in level m − 1. The last matrix element is therefore ħω[(m + 1)/2 − m/2] = ħω/2, and the third moment is

κ_3 = 2S(ħω)² · ħω/2 = S(ħω)³,

independent of m and so of temperature. In emission the vibrational energy is subtracted from the photon energy, and the sign is reversed.

Let each line also have a Gaussian broadening with standard deviation 30 meV, so that the band is smooth. This adds to the variance, σ² = σ_ph² + (0.030 eV)², but leaves κ_3 unchanged. With z = (E − ⟨E⟩)/σ, a slightly skewed Gaussian is

f ∝ e^(−z²/2) [1 + κ_3(z³ − 3z)/(6σ³)].

Near the top, to first order in κ_3, the condition d(ln f)/dz = 0 reads −z − κ_3/(2σ³) = 0. The maximum is therefore displaced by

δ_skew = −κ_3/(2σ²).

Absorption moves down and emission moves up, both towards the zero-phonon line. At 0 K, σ² = 0.0080 + 0.0009 = 0.0089 eV² and κ_3 = 5 × (0.040)³ = 0.00032 eV³. The size of the shift is 0.00032/0.0178 = 0.018 eV. The numerical spectra have maxima at 2.182 and 1.818 eV, in agreement.

A second displacement comes from the photon energy itself. With a constant transition moment and a refractive index that varies little across the band, the absorption coefficient is proportional to E times the lineshape. The emitted photon rate per energy interval is proportional to E³ times the lineshape. For a factor E^p, the added slope p/E of the logarithm is balanced by the Gaussian slope −δ/σ², which gives

δ_p ≈ pσ²/E.

At 300 K, σ² = 0.0132 eV². The estimate is 0.006 eV upward for absorption and 3 × 0.0132/1.813 = 0.022 eV upward for emission. The numerical maxima move from 2.187 to 2.193 eV and from 1.813 to 1.833 eV, that is, by 0.006 and 0.020 eV. In absorption the two displacements partly cancel, while in emission they add.

A defect with S = 5 and E_ZPL = 2.00 eV would thus show maxima 2.193 − 1.833 = 0.360 eV apart at 300 K. If the observed maxima are 0.40 eV apart, S must be larger by about 0.040/0.080 = 0.5. The midpoint of the two maxima is 2.013 eV, so E_ZPL must be lower than 2.00 eV by about 0.013 eV. With the 30 meV broadening kept, adjusting both parameters until the calculated maxima fall at 2.20 and 1.80 eV gives

S = 5.52 and E_ZPL = 1.985 eV (300 K, with the photon-energy factors)

S = 5.46 and E_ZPL = 2.000 eV (0 K, without them).

At 300 K, reading maxima as centroids makes S about 10% too small, relative to the refitted value, and E_ZPL 15 meV too high. The remedy is to divide the measured absorption by E and the emitted photon rate per energy interval by E³, and then to take the centroids. A photon rate recorded per wavelength interval must first be converted by multiplying it by hc/E². Without this step the emission centroid at 300 K comes out about 15 meV too high, and S comes out near 4.8.

**(e) A softer excited state**

Let the excited-state frequency be rω with r = 0.90. The curvature scales as the frequency squared:

V_e = E_min + ½r²ħω(q − d)².

The relaxation energy is R_g = ½ħωd² in the ground state and R_e = r²R_g in the excited state. The vertical energies are E_abs = E_min + R_e and E_em = E_min − R_g. Their difference is R_g(1 + r²), so

R_g = 0.40/1.81 = 0.221 eV

R_e = 0.81 × 0.221 = 0.179 eV

E_min = 2.20 − 0.179 = 2.021 eV.

The zero-point energies no longer cancel. The excited state has the smaller one, which lowers the zero-phonon energy by (1 − r)ħω/2 = 0.002 eV:

E_ZPL = 2.019 eV.

There are now two Huang–Rhys factors, each counted in the phonons of its own state: 0.221/0.040 = 5.52 for the ground state and 0.179/0.036 = 4.97 for the excited state. The equal-curvature answer for E_ZPL is low by 19 meV, about half a phonon. The two band positions alone cannot reveal this error, because two numbers cannot fix S, E_ZPL and r together. With unequal curvatures the vertical energies are also no longer exactly the centroids of the bands: here both centroids lie 2 to 4 meV lower at temperatures from 0 to 300 K.

**Comparison with a real defect**

The optical energies are roughly those of the negatively charged nitrogen-vacancy centre in diamond. This centre can be made by implanting nitrogen and annealing until vacancies migrate and are captured by nitrogen atoms. Its zero-phonon energy is roughly 1.9 eV and its effective phonon energy roughly 65 meV, so the 40 meV of this exercise is well below the value for that centre. With the same two vertical energies and a 65 meV phonon, S = 0.40/0.130 = 3.1 instead of 5, while the inferred E_ZPL stays at 2.00 eV. That is above the centre's own zero-phonon energy, so the exercise is not a quantitative model of this centre.

The real centre couples to many vibrations, which breaks the single-mode assumption. For independent modes with equal frequencies in both states, the relaxation energies add, Σ_k S_kħω_k = 0.20 eV. The total S is then 0.20 eV divided by the mean phonon energy, weighted by S_k. With equal frequencies in both states, the band centroids thus fix the relaxation energy, and the value of S is no better than the phonon energy supplied with them. Neither quantity gives the barrier for migration, since the parabolas describe the defect near one site and not the path to the next.

The computed values are collected in the numerical output below.

Computed values

```
Given absorption peak: 2.20 eV
Given emission peak: 1.80 eV
Phonon energy: 40 meV
Peak separation: 0.40 eV
Relaxation energy in each state: 0.20 eV
Huang-Rhys factor S: 5.00 (no unit)
Zero-phonon energy: 2.00 eV
Dimensionless displacement d: 3.162 (no unit)
Absorption wavelength: 563.6 nm
Emission wavelength: 688.8 nm
Zero-phonon wavelength: 619.9 nm
Grid absorption centroid, 0 K: 2.2000 eV
Grid emission centroid, 0 K: 1.8000 eV
Grid absorption centroid, 300 K: 2.2000 eV
Grid emission centroid, 300 K: 1.8000 eV
Grid zero-phonon energy: 2.0000 eV
Zero-phonon weight, 0 K: 0.674 percent
Weight of 3-phonon line, 0 K: 14.04 percent
Weight of 4-phonon line, 0 K: 17.55 percent
Weight of 5-phonon line, 0 K: 17.55 percent
Weight of 6-phonon line, 0 K: 14.62 percent
S if factor two is forgotten: 10.00 (no unit)
Separation predicted by that S: 0.80 eV
Second test: recovered S: 3.000 (no unit)
Second test: recovered zero-phonon energy: 1.700 eV
Temperature of use: 300 K
Line broadening, standard deviation: 30 meV
Phonon standard deviation, 0 K: 89.4 meV
Gaussian-equivalent phonon FWHM, 0 K: 211 meV
Absorption maximum, no prefactor, 0 K: 2.182 eV
Absorption maximum, with prefactor, 0 K: 2.186 eV
Emission maximum, no prefactor, 0 K: 1.818 eV
Emission maximum, with prefactor, 0 K: 1.832 eV
Phonon standard deviation, 300 K: 111.0 meV
Gaussian-equivalent phonon FWHM, 300 K: 261 meV
Absorption maximum, no prefactor, 300 K: 2.187 eV
Absorption maximum, with prefactor, 300 K: 2.193 eV
Emission maximum, no prefactor, 300 K: 1.813 eV
Emission maximum, with prefactor, 300 K: 1.833 eV
S from true maxima, 0 K, no prefactors: 5.46 (no unit)
Zero-phonon energy from those maxima: 2.000 eV
S from true maxima, 300 K, prefactors: 5.52 (no unit)
Zero-phonon energy from those maxima: 1.985 eV
Excited/ground frequency ratio in test: 0.90 (no unit)
Unequal curves: ground-state S: 5.52 (no unit)
Unequal curves: excited-state S: 4.97 (no unit)
Unequal curves: zero-phonon energy: 2.019 eV
Rough diamond NV phonon energy: 65 meV
S for same peaks and that phonon: 3.1 (no unit)
```
